\section*{Helium's alpha^2 energy correction from singular expectation values}

\section*{Question}

I am assembling the leading relativistic correction to the helium ground state. In atomic units I am given
\[
\langle p_1^4\rangle=54.09,\quad \langle\delta(\mathbf r_1)\rangle=1.810,\quad
\langle\delta(\mathbf r_{12})\rangle=0.1063,
\]
and an orbit--orbit term of $-0.139$. The answer should be $-1.952\,\alpha^2$ hartree. With what I believe are the right coefficients I get $-1.955$, so I suspect a mistake. Three things bother me.

\begin{enumerate}
\item Why does $\delta(\mathbf r_{12})$ enter with $+\pi$? The correction to the electron--electron Coulomb repulsion alone seems to give $-\pi$.
\item What does $\langle p_1^4\rangle$ mean when $\nabla^2\psi$ already contains $1/r$? Differentiating hydrogen's $1s$ function four times gives me a negative number.
\item Can a small Hylleraas basis check the result, although delta functions probe the wavefunction where it is hardest to represent?
\end{enumerate}

\section*{Answer}

Your coefficients and your sum are right. The four inputs are correctly rounded, but $\langle\delta(\mathbf r_1)\rangle$ is multiplied by $2\pi$, and its rounding reaches the third decimal of the total. A calculation with more digits does give $-1.952$.

I assume a point nucleus of infinite mass and charge $Z=2$, a singlet S state, and the order $\alpha^2$ hartree. Recoil, nuclear size and radiative effects are left out. Atomic units are used, so the speed of light is $1/\alpha$.

\subsection*{Where the coefficients come from}

The kinetic energy expands as
\[
\frac{\sqrt{1+\alpha^2p^2}-1}{\alpha^2}=\frac{p^2}{2}-\frac{\alpha^2p^4}{8}+\dots
\]
For the interactions, take positive-energy Dirac spinors normalized to $w^\dagger w=1$. To the order needed,
\[
w(\mathbf p)=\Big(1-\frac{\alpha^2p^2}{8}\Big)
\begin{pmatrix}1\\ \tfrac{\alpha}{2}\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix}.
\]
Let an electron go from $\mathbf p=\mathbf P-\mathbf k/2$ to $\mathbf p'=\mathbf P+\mathbf k/2$. Its charge density is
\[
w^\dagger(\mathbf p')w(\mathbf p)=1-\frac{\alpha^2}{8}(p'^2+p^2)
+\frac{\alpha^2}{4}\big[\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)\big].
\]
Now insert $p'^2+p^2=2P^2+k^2/2$, $\mathbf p'\cdot\mathbf p=P^2-k^2/4$ and $\mathbf p'\times\mathbf p=\mathbf k\times\mathbf P$. The $P^2$ terms cancel, leaving
\[
\rho=1-\frac{\alpha^2k^2}{8}+\frac{i\alpha^2}{4}\boldsymbol\sigma\cdot(\mathbf k\times\mathbf P).
\]
The last part is spin--orbit coupling. It is linear in one electron's spin, so its expectation value in a singlet is zero.

The nuclear attraction $-4\pi Z/k^2$, multiplied by $-\alpha^2k^2/8$, gives the constant $+\pi Z\alpha^2/2$. A constant in momentum space is a delta function in position space, so each electron acquires $\tfrac12\pi Z\alpha^2\delta(\mathbf r)$.

For two electrons in Coulomb gauge, with retardation dropped at this order, the interaction is
\[
\frac{4\pi}{k^2}\Big[\rho_1\rho_2-
\Big(\delta_{ij}-\frac{k_ik_j}{k^2}\Big)j_{1i}\,j_{2j}\Big].
\]
The charge part contributes $(4\pi/k^2)(-2\alpha^2k^2/8)=-\pi\alpha^2$. This is your $-\pi$.

The current $\mathbf j$ is the matrix element of the Dirac velocity matrices, which have $\boldsymbol\sigma$ in their off-diagonal blocks:
\[
\mathbf j=\frac{\alpha}{2}\big[\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)
+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma\big].
\]
From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ the two products are $\mathbf p+i\,\mathbf p\times\boldsymbol\sigma$ and $\mathbf p'-i\,\mathbf p'\times\boldsymbol\sigma$. Hence
\[
\mathbf j_1=\alpha\Big(\mathbf P_1+\frac i2\boldsymbol\sigma_1\times\mathbf k\Big),\qquad
\mathbf j_2=\alpha\Big(\mathbf P_2-\frac i2\boldsymbol\sigma_2\times\mathbf k\Big),
\]
because electron 2 receives $-\mathbf k$. The spin currents are perpendicular to $\mathbf k$, and their product is
\[
\frac{\alpha^2}{4}\big[k^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2
-(\boldsymbol\sigma_1\cdot\mathbf k)(\boldsymbol\sigma_2\cdot\mathbf k)\big]
\;\to\;\frac{\alpha^2}{4}(-3k^2+k^2)=-\frac{\alpha^2k^2}{2}.
\]
The arrow uses $\boldsymbol\sigma_2=-\boldsymbol\sigma_1$ when acting on the singlet. Multiplication by $-4\pi/k^2$ gives $+2\pi\alpha^2$. The contact coefficient is therefore $-\pi+2\pi=+\pi$. Physically, the magnetic interaction of the opposed spins outweighs the softening of the Coulomb repulsion.

Products of one spin current and one $\mathbf P$ are again linear in a spin and vanish. The two $\mathbf P$ currents remain. To find their position form, note that $4\pi/k^2$ corresponds to $1/r$. Since $-\nabla^2(-r/2)=1/r$, $4\pi/k^4$ corresponds to $-r/2$. Replacing $k_ik_j$ by $-\partial_i\partial_j$,
\[
\frac{4\pi}{k^2}\Big(\delta_{ij}-\frac{k_ik_j}{k^2}\Big)
\leftrightarrow \frac{\delta_{ij}}{r}-\frac12\partial_i\partial_j r
=\frac12\Big(\frac{\delta_{ij}}{r}+\frac{r_ir_j}{r^3}\Big).
\]
This tensor has zero divergence, so the order of the momenta and the tensor does not matter. The orbit--orbit term is
\[
B=-\frac12\Big\langle p_{1i}\Big(\frac{\delta_{ij}}{r_{12}}
+\frac{r_{12,i}\,r_{12,j}}{r_{12}^3}\Big)p_{2j}\Big\rangle .
\]

The two electrons have equal one-particle expectation values. Adding their contributions gives the correction $\alpha^2E_2$ with
\begin{equation}
E_2=-\frac{\langle p_1^4\rangle}{4}+\pi Z\langle\delta(\mathbf r_1)\rangle
+\pi\langle\delta(\mathbf r_{12})\rangle+B .
\label{eq:total}
\end{equation}

\subsection*{What $p^4$ means}

Read $\langle p_1^4\rangle$ as the squared norm $\int|\nabla_1^2\psi|^2$. For hydrogen, $\psi=e^{-r}/\sqrt\pi$ and $\nabla^2\psi=(1-2/r)\psi$. With $\langle1/r\rangle=1$ and $\langle1/r^2\rangle=2$,
\[
\int|\nabla^2\psi|^2=1-4+8=5 .
\]
Away from the origin, a second Laplacian gives
\[
\nabla^2\nabla^2\psi=\frac1r\frac{d^2}{dr^2}\big[(r-2)\psi\big]
=\Big(1-\frac4r\Big)\psi ,
\]
whose expectation value is $1-4=-3$. That is your negative number. The omitted piece comes from $-2\psi/r$: since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, it contributes $8\pi\psi(0)^2=8$, and $-3+8=5$. The norm includes this contact term automatically.

For a one-electron ion, $\langle p^4\rangle=5Z^4$ and $\langle\delta(\mathbf r)\rangle=Z^3/\pi$. The one-body operators then give $-\tfrac58Z^4+\tfrac12Z^4=-\tfrac18Z^4$. This agrees with the Dirac energy
\[
\frac{\sqrt{1-Z^2\alpha^2}-1}{\alpha^2}=-\frac{Z^2}{2}-\frac{\alpha^2Z^4}{8}-\dots,
\]
which also shows that the expansion requires $(Z\alpha)^2\ll1$.

\subsection*{The sum with your inputs}

In units of $\alpha^2$ hartree, equation (\ref{eq:total}) gives
\begin{align*}
-54.09/4&=-13.5225, & 2\pi(1.810)&=11.3726,\\
\pi(0.1063)&=0.3340, & B&=-0.1390,
\end{align*}
and the unrounded terms sum to $-1.95498\approx-1.9550$. If each input may be wrong by half a unit in its last digit, the sum may be wrong by as much as
\[
\frac{0.005}{4}+2\pi(0.0005)+\pi(0.00005)+0.0005\approx0.005 .
\]
The inputs are therefore compatible with $-1.952$, but they cannot establish its last digit.

\subsection*{Replacing the singular operators}

For the exact state, delta functions can be traded for integrals over all space. Let $V$ be the full potential, so that $(E-V)\psi=-\tfrac12\sum_a\nabla_a^2\psi$. Multiply by $g\psi$, with $\psi$ real, and integrate by parts:
\begin{align*}
\langle g(E-V)\rangle
&=\frac12\sum_a\int\nabla_a(g\psi)\cdot\nabla_a\psi\\
&=\frac12\sum_a\int g|\nabla_a\psi|^2+\frac14\sum_a\int\nabla_ag\cdot\nabla_a(\psi^2)\\
&=\frac12\sum_a\int g|\nabla_a\psi|^2-\frac14\sum_a\int\psi^2\nabla_a^2g .
\end{align*}
For $g=1/r_1$ one Laplacian acts, and the last term is $+\pi\langle\delta(\mathbf r_1)\rangle$. For $g=1/r_{12}$ both act, and it is $+2\pi\langle\delta(\mathbf r_{12})\rangle$. Solving for the delta functions,
\begin{align*}
4\pi\langle\delta(\mathbf r_1)\rangle&=4\Big\langle\frac{E-V}{r_1}\Big\rangle
-2\sum_a\int\frac{|\nabla_a\psi|^2}{r_1},\\
4\pi\langle\delta(\mathbf r_{12})\rangle&=2\Big\langle\frac{E-V}{r_{12}}\Big\rangle
-\sum_a\int\frac{|\nabla_a\psi|^2}{r_{12}} .
\end{align*}
For $p^4$, take the squared norm of $(p_1^2+p_2^2)\psi=2(E-V)\psi$. The left side is $2\langle p_1^4\rangle+2\langle p_1^2\psi|p_2^2\psi\rangle$, so
\[
\langle p_1^4\rangle=2\langle(E-V)^2\rangle-\langle p_1^2\psi|p_2^2\psi\rangle .
\]
An approximate $\psi$ does not satisfy the Schr\"odinger equation at every point, so the direct and regularized values differ. Their gap is a useful sign of an incomplete basis, though it is not a bound on the error.

\subsection*{The Hylleraas calculation}

Use $s=r_1+r_2$, $t=r_1-r_2$, $u=r_{12}$ and
\[
\psi=e^{-as}\sum_{i+2j+k\le N}c_{ijk}\,s^i t^{2j}u^k,\qquad a=2 .
\]
Even powers of $t$ make $\psi$ symmetric, as the singlet requires. At fixed $r_1,r_2$, the cosine rule gives $u\,du=r_1r_2\sin\theta\,d\theta$. The other angles contribute $8\pi^2$, and $dr_1dr_2=\tfrac12ds\,dt$, so the volume element is
\[
4\pi^2r_1r_2u\,ds\,dt\,du,\qquad |t|\le u\le s .
\]

Let subscripts on $\psi$ denote derivatives, with $\psi_1=\psi_s+\psi_t$ and $\psi_2=\psi_s-\psi_t$. With $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$,
\[
\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_u\hat{\mathbf u},\qquad
\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}.
\]
Taking the divergence of the first gives
\[
\nabla_1^2\psi=\psi_{11}+\frac{2\psi_1}{r_1}+\psi_{uu}+\frac{2\psi_u}{u}
+2(\hat{\mathbf r}_1\cdot\hat{\mathbf u})\psi_{1u},
\]
where $\hat{\mathbf r}_1\cdot\hat{\mathbf u}=(r_1^2+u^2-r_2^2)/(2r_1u)$. Exchanging the electrons gives $\nabla_2^2\psi$. In $B$, one integration by parts moves $p_1$ to the left function. The factors $(-i)^*(-i)=1$ then leave
\[
B=-\frac12\int\frac{\nabla_1\psi\cdot\nabla_2\psi
+(\hat{\mathbf u}\cdot\nabla_1\psi)(\hat{\mathbf u}\cdot\nabla_2\psi)}{u}.
\]
The coefficients and the energy follow from diagonalizing the Hamiltonian in this basis. The direct contact values are one-dimensional integrals:
\begin{align*}
\langle\delta(\mathbf r_1)\rangle&=4\pi\int_0^\infty r^2\psi^2\big|_{s=r,\,t=-r,\,u=r}\,dr,\\
\langle\delta(\mathbf r_{12})\rangle&=4\pi\int_0^\infty r^2\psi^2\big|_{s=2r,\,t=0,\,u=0}\,dr .
\end{align*}

The results, with $E$ in hartree and $E_2$ in units of $\alpha^2$ hartree, are:
\begin{center}
\begin{tabular}{rrrrr}
$N$ & functions & $E$ & $E_2$ direct & $E_2$ regularized\\
2 & 7 & $-2.902966$ & $-2.0966$ & $-2.0115$\\
4 & 22 & $-2.903714$ & $-1.9491$ & $-1.9553$\\
6 & 50 & $-2.903723$ & $-1.9481$ & $-1.9526$\\
8 & 95 & $-2.903724$ & $-1.9500$ & $-1.9521$\\
10 & 161 & $-2.903724$ & $-1.9509$ & $-1.9519$
\end{tabular}
\end{center}

Seven functions give an energy within $0.03\%$ of the $N=10$ energy, but their regularized $E_2$ is still $3\%$ from its $N=10$ value. An error in $\psi$ enters the variational energy at second order, whereas it generally enters these other expectation values at first order. The cancellation in $E_2$ then enlarges the relative error.

The electron contact density shows the benefit of regularization in this basis. From $N=4$ to $N=10$ its direct value falls from $0.10720$ to $0.10641$, while the regularized value stays at $0.10635$ to five decimals. The direct $\langle p_1^4\rangle$ is $54.091$ at $N=4$, $54.068$ at $N=6$ and $54.083$ at $N=10$, so its early closeness to $54.09$ is no proof of convergence. For all three singular quantities, the gap between the two forms shrinks from $N=6$ to $8$ to $10$; the numerical check tests this.

At $N=10$ the regularized terms, with $B$, give
\[
-13.5221+11.3752+0.3341-0.1391=-1.9519 .
\]
Your rounded inputs gave $-1.9550$. Most of the difference, $0.0026$ out of $0.0030$ (from the unrounded totals $-1.95498$ and $-1.95194$), comes from rounding $\langle\delta(\mathbf r_1)\rangle=1.81042$ to $1.810$. The last digits of these $N=10$ values still depend on the basis. At $N=16$ (525 functions) the regularized values are $\langle\delta(\mathbf r_1)\rangle=1.81043$ and $E_2=-1.9518$, and the split becomes $0.0027$ out of $0.0032$. At $N=10$, changing $a$ from $1.7$ to $2.4$ moves the regularized $E_2$ from $-1.9521$ to $-1.9518$. The direct and regularized totals still differ by $0.001$, and the regularized one moved by $0.0002$ in the last step, so I would quote
\[
\alpha^2E_2\approx-1.952\,\alpha^2\ \text{hartree}
=-103.9\ \text{microhartree}=-22.8\ \text{cm}^{-1}.
\]

The ionization energy is $E(\mathrm{He}^+)-E(\mathrm{He})$. The ion's correction is $-Z^4/8=-2$ in the same units, so the ionization energy changes by $-2-(-1.952)=-0.048\,\alpha^2$ hartree. The ion's relativistic shift is slightly larger in size than the atom's, and the two nearly cancel. For such a difference, even the third decimal of $E_2$ matters.

Equation (\ref{eq:total}) rests only on the singlet spin state and the equivalence of the two electrons, so it gives the expectation value of the correction in any pure singlet state. That expectation value is the level shift only while the state stays a singlet. The terms linear in one spin vanish on average, but for $L>0$ they couple the singlet to the triplet of the same configuration with $J=L$. This mixing is small when the singlet--triplet splitting is much larger than the spin--orbit coupling, as in the low P and D states of helium. In F states and above the splitting is comparable to the coupling or smaller, and the two states must be treated together. Triplets need more care. In a triplet the spatial function vanishes at $\mathbf r_1=\mathbf r_2$, which removes the $\delta(\mathbf r_{12})$ term. In triplet states with orbital angular momentum, the spin--orbit and spin--spin tensor terms must be restored.

\section*{Computed results}
\begin{verbatim}
Hydrogen 1s <p^4>, norm (a.u.): 5
Hydrogen 1s <p^4>, pointwise (a.u.): -3
Hydrogen 1s contact part (a.u.): 8
Singlet delta(r12) factor / pi: 0.999997
Rounded inputs, terms in alpha^2 hartree:
  -p1^4/4       -13.5225
  pi Z delta(r1) 11.3726
  pi delta(r12)  0.3340
  orbit-orbit   -0.1390
  sum -1.9550, rounding bound 0.0050
Hylleraas exponent a (1/bohr): 2.0
N=2, functions=7, E=-2.90296574 hartree
  direct a.u.: p1^4 55.47778, d(r1) 1.840586, d(r12) 0.111608
  regular a.u.: p1^4 54.57814, d(r1) 1.820807, d(r12) 0.106639
  B -0.142482; E2 direct -2.09656, regular -2.01154 alpha^2 hartree
N=4, functions=22, E=-2.90371351 hartree
  direct a.u.: p1^4 54.09137, d(r1) 1.810632, d(r12) 0.107202
  regular a.u.: p1^4 54.09976, d(r1) 1.810406, d(r12) 0.106346
  B -0.139610; E2 direct -1.94913, regular -1.95534 alpha^2 hartree
N=6, functions=50, E=-2.90372299 hartree
  direct a.u.: p1^4 54.06773, d(r1) 1.810075, d(r12) 0.106637
  regular a.u.: p1^4 54.08937, d(r1) 1.810369, d(r12) 0.106347
  B -0.139220; E2 direct -1.94811, regular -1.95258 alpha^2 hartree
N=8, functions=95, E=-2.90372409 hartree
  direct a.u.: p1^4 54.07834, d(r1) 1.810260, d(r12) 0.106473
  regular a.u.: p1^4 54.08881, d(r1) 1.810408, d(r12) 0.106346
  B -0.139135; E2 direct -1.95003, regular -1.95211 alpha^2 hartree
N=10, functions=161, E=-2.90372430 hartree
  direct a.u.: p1^4 54.08332, d(r1) 1.810347, d(r12) 0.106409
  regular a.u.: p1^4 54.08854, d(r1) 1.810422, d(r12) 0.106346
  B -0.139110; E2 direct -1.95090, regular -1.95194 alpha^2 hartree
Largest basis, regular terms in alpha^2 hartree:
  -p1^4/4       -13.52213
  pi Z delta(r1) 11.37521
  pi delta(r12)  0.33409
  orbit-orbit   -0.13911
Virial ratio <V>/<T>: -2.0000002
p1^4 change on finer grid (a.u.): -1.8e-05
alpha^2: 5.325135e-05
Correction: -103.94 microhartree
Correction: -22.81 cm^-1
He+ correction: -2.0000 alpha^2 hartree
Ionization energy change: -0.0481 alpha^2 hartree
\end{verbatim}
